\section*{Island-density flux exponents above one in surfactant-mediated growth}

\section{What the flux exponent can tell}

A film is grown on a surface covered by a surfactant, deposition is stopped at a fraction of a monolayer, and the islands are counted. Repeating this at several fluxes $F$, with temperature and coverage fixed, gives an exponent
\begin{equation}
\chi=\left.\frac{\partial\ln N}{\partial\ln F}\right|_{\theta},\qquad \theta=Ft .
\end{equation}
Here $N$ is the number of islands per surface site. Suppose that $\chi$ comes out above one. If no atoms desorb and the critical size is fixed, standard two-dimensional nucleation, in which islands capture every adatom that diffuses to them, cannot produce this. Compact islands whose edges are passivated by the surfactant can.

The comparison uses rate equations with these assumptions: no desorption, compact islands one layer high, no coalescence, and one critical size $i$, finite and the same at all fluxes compared. Clusters of $i+1$ atoms are stable; smaller ones are in equilibrium with the adatom density $n$ per site. The density of critical clusters is then proportional to $n^i$, and each becomes stable by gaining one adatom:
\begin{equation}
\frac{dN}{dt}=K n^{i+1}.
\label{nuc}
\end{equation}
The coefficient $K$ depends on temperature but not on flux. The two kinds of growth differ in how islands remove adatoms.

\section{Diffusion-limited capture stays below one}

With diffusion coefficient $D$ in site areas per second and a constant capture number $\sigma$,
\begin{equation}
\frac{dn}{dt}=F-\sigma D nN .
\label{diff}
\end{equation}
At late times deposition and capture balance, so $n=F/(\sigma DN)$. Dividing Eq.~(\ref{nuc}) by $F=d\theta/dt$ gives
\begin{equation}
\frac{dN}{d\theta}=\frac{K}{F}\left(\frac{F}{\sigma DN}\right)^{i+1}
\;\Rightarrow\;
N^{i+2}=\frac{(i+2)KF^i\theta}{(\sigma D)^{i+1}}+C .
\end{equation}
The constant $C$ records islands formed in the initial transient. Once the term growing with $\theta$ dominates,
\begin{equation}
\chi_{\rm diff}=\frac{i}{i+2}=1-\frac{2}{i+2}<1 .
\end{equation}

The transient offers no escape. Let $n_0$ and $N_0$ be the densities at which capture first competes with deposition. They satisfy
\begin{equation}
\sigma Dn_0N_0=F,\qquad N_0=\frac{K n_0^{i+2}}{F}.
\label{dscale}
\end{equation}
The second relation is the nucleation rate multiplied by the time $n_0/F$. Eliminating $N_0$ gives $n_0^{i+3}=F^2/(\sigma DK)$, so $n_0\propto F^{2/(i+3)}$ and $N_0\propto F/n_0\propto F^{(i+1)/(i+3)}$. Measured in these units the equations contain no parameters, hence $N=N_0f(\theta/n_0)$. Differentiating at fixed $\theta$,
\begin{equation}
\chi=\frac{i+1}{i+3}-\frac{2g}{i+3},\qquad
g=\left.\frac{\partial\ln N}{\partial\ln\theta}\right|_F .
\label{dbound}
\end{equation}
Stable islands do not disappear in this model, so $g\ge0$ and $\chi\le(i+1)/(i+3)<1$ at every coverage. The late law has $g=1/(i+2)$, which returns $i/(i+2)$.

\section{Passivated edges change the feedback}

Let adatoms enter an island edge with a small rate coefficient $k$ per unit edge length, where length is measured in units of the square root of the site area. If attachment is slow enough, diffusion keeps $n$ uniform between islands. A round island of $s$ atoms has perimeter $2\sqrt{\pi s}$, so
\begin{equation}
\frac{ds}{dt}=\kappa\sqrt{s}\,n,\qquad \kappa=2\sqrt{\pi}\,k,
\qquad \frac{d\sqrt{s}}{dt}=\frac{\kappa n}{2}.
\end{equation}
The last form shows that $\sqrt{s}$ grows at the same rate for all islands. Define $R_1$ as the sum of $\sqrt{s}$ over all islands, per site. Neglecting for now the size at birth,
\begin{equation}
\frac{dn}{dt}=F-\kappa nR_1,\qquad
\frac{dR_1}{dt}=\frac{\kappa}{2}nN .
\label{att}
\end{equation}
No assumption about the distribution of island sizes is needed.

The scales follow as before. During the time $n_0/F$ the perimeter sum reaches the order of $\kappa n_0N_0(n_0/F)$. Capture matches deposition when $\kappa n_0R_1\sim F$. Therefore
\begin{equation}
\kappa^2n_0^3N_0=F^2,\qquad N_0=\frac{Kn_0^{i+2}}{F}.
\label{ascale}
\end{equation}
Substituting the second relation into the first,
\begin{align}
n_0^{i+5}&=\frac{F^3}{\kappa^2K}\;\Rightarrow\; n_0\propto F^{3/(i+5)},\\
N_0&\propto F^{3(i+2)/(i+5)-1}=F^{(2i+1)/(i+5)} .
\end{align}
Again $N=N_0f(\theta/n_0)$, with a different function $f$, so
\begin{equation}
\chi=\frac{2i+1}{i+5}-\frac{3g}{i+5}.
\label{abound}
\end{equation}

It remains to find $g$ after the transient. Write $\tau=\theta/n_0$, $\nu=n/n_0$, $\eta=N/N_0$ and $\rho=\kappa n_0R_1/F$. Equations (\ref{nuc}) and (\ref{att}) become
\begin{equation}
\nu'=1-\nu\rho,\qquad \rho'=\tfrac12\nu\eta,\qquad \eta'=\nu^{i+1}.
\end{equation}
Late on, $\nu\simeq1/\rho$, so $(\rho^2)'=\eta$ and $\rho^2\simeq\eta\tau$ for slowly varying $\eta$. Hence
\begin{equation}
\eta'\simeq(\eta\tau)^{-(i+1)/2}.
\end{equation}
For $i\ge2$ the integral over $\tau$ converges: nucleation ends, $N$ saturates and $g\to0$. For $i=1$, $\eta\eta'\simeq1/\tau$ gives $\eta^2\simeq2\ln\tau+{\rm const}$, so $g$ also vanishes, but only as an inverse logarithm. In both cases
\begin{equation}
\chi_{\rm att}=\frac{2i+1}{i+5}=2-\frac{9}{i+5}.
\label{main}
\end{equation}

\section{Bounds over all finite critical sizes}

Both exponents increase with $i$, since their derivatives are $2/(i+2)^2$ and $9/(i+5)^2$. Over $i=1,2,3,\ldots$ they obey
\begin{equation}
\frac13\le\chi_{\rm diff}<1,\qquad \frac12\le\chi_{\rm att}<2 .
\end{equation}
The upper limits are approached but not reached. Since $\chi_{\rm att}-1=(i-4)/(i+5)$, the passivated exponent equals one at $i=4$ and exceeds one from $i=5$.

The upper limits have a simple origin. For large $i$, nucleation depends so steeply on $n$ that it acts as a threshold: $n_0$ hardly changes with flux. With $n_0$ fixed, Eq.~(\ref{dscale}) gives $N_0\propto F$, whereas Eq.~(\ref{ascale}) gives $N_0\propto F^2$. The additional power of flux arises because a passivated island must first grow a perimeter before it captures effectively. Higher flux shortens the time available, so more islands are needed to stop nucleation.

\begin{center}
\begin{tabular}{cccc}
$i$ & $i/(i+2)$ & $(2i+1)/(i+5)$ & $2i/(i+3)$\\ \hline
1 & 0.333 & 0.500 & 0.500\\
3 & 0.600 & 0.875 & 1.000\\
4 & 0.667 & 1.000 & 1.143\\
6 & 0.750 & 1.182 & 1.333\\
12 & 0.857 & 1.471 & 1.600
\end{tabular}
\end{center}

The last column is a quasi-steady estimate that has the same bounds but a lower threshold. It takes $N$ equal islands of $\theta/N$ atoms, so $R_1=\sqrt{\theta N}$ and $n=F/(\kappa\sqrt{\theta N})$. Then
\begin{equation}
\frac{dN}{d\theta}=\frac{KF^i}{\kappa^{i+1}}(\theta N)^{-(i+1)/2}.
\label{quasi}
\end{equation}
Setting $N\sim\theta\,dN/d\theta$ at a fixed coverage yields $N\propto F^{2i/(i+3)}\theta^{(1-i)/(i+3)}$. For $i>1$ this density falls with coverage, which contradicts Eq.~(\ref{nuc}). The integral of Eq.~(\ref{quasi}) is in fact dominated by its lower end, $\theta\sim n_0$, which itself depends on flux. Putting $\theta\sim n_0\propto F^{3/(i+5)}$ into the estimate gives
\begin{equation}
\frac{2i}{i+3}+\frac{1-i}{i+3}\,\frac{3}{i+5}
=\frac{(2i+1)(i+3)}{(i+3)(i+5)}=\frac{2i+1}{i+5},
\end{equation}
in agreement with Eq.~(\ref{main}).

Direct integration of both sets of rate equations to $\theta/n_0=e^{12}$ tests these laws for nine critical sizes between 1 and 30. Two entries in the numerical output show slow approach to the limit. For $i=1$ with passivated edges, $g=0.028$ and $\chi=0.486$, as Eq.~(\ref{abound}) requires. For $i=30$ with diffusion-limited capture, $\chi=0.9394$ rather than $0.9375$. This is the transient value $31/33$, so by Eq.~(\ref{dbound}) $g$ is still close to zero there.

\section{How large the effect is}

Consider round parameters loosely modelled on silicon growth on arsenic-covered Si(111), with the critical size imposed rather than derived from the energies: $T=870$~K, $k_BT=0.07497$~eV, $i=6$, $\theta=0.1$~ML and fluxes from 0.003 to 0.03~ML/s. One monolayer here means one atom per surface cell of area $1.277\times10^{-15}$~cm$^2$. A diffusion prefactor of $10^{-3}$~cm$^2$/s and a barrier of 0.8~eV give
\begin{equation}
D=\frac{10^{-3}}{1.277\times10^{-15}}\,e^{-0.8/0.07497}\,{\rm s}^{-1}
=1.82\times10^7\ {\rm s}^{-1}.
\end{equation}
An additional edge barrier $E_{\rm edge}=0.6$~eV gives $k=De^{-E_{\rm edge}/k_BT}$ and
\begin{equation}
\kappa=2\sqrt\pi\,De^{-0.6/0.07497}\simeq2.15\times10^4\ {\rm s}^{-1}.
\end{equation}
The critical cluster has binding energy 1.0~eV and is taken to be passivated too. Its density is $n^6e^{1.0/0.07497}$ and it gains atoms at the rate $\kappa\sqrt6\,n$, so
\begin{equation}
K=\kappa\sqrt6\,e^{1.0/0.07497}=3.28\times10^{10}\ {\rm s}^{-1}.
\end{equation}

At 0.01~ML/s the scales are $n_0=[F^3/(\kappa^2K)]^{1/11}\simeq5.1\times10^{-3}$ and $N_0=Kn_0^8/F\simeq1.6\times10^{-6}$. The integrated equations, now including the seven atoms each island has at birth, give a peak adatom density of $7.3\times10^{-3}$ and $N=1.06\times10^{-5}$ per site, or $8.3\times10^9$~cm$^{-2}$. The mean spacing is 110~nm. Over the decade in flux,
\begin{equation}
\chi=\frac{\ln(3.421\times10^{-5}/2.790\times10^{-6})}{\ln10}=1.09 .
\end{equation}
A stochastic simulation following about 2500 islands at each end of this flux range gives densities 3 to 4\% higher and an exponent of 1.085. Most of the excess in density comes from the finite time step; the rest is within the scatter between random runs.

The ideal value for $i=6$ is 1.18, and the integration recovers it when the birth size is neglected. Most of the reduction comes from the perimeter that an island already has at birth; the adatoms used up in forming it account for a smaller part. The scale of $\sqrt s$ during nucleation is $\sqrt{n_0/N_0}\simeq57$, but a newborn island already has $\sqrt s=\sqrt7$. The ratio $\sqrt{(i+1)N_0/n_0}$ grows as $F^{(i-1)/(i+5)}$, so the initial perimeter strengthens capture more at high flux and flattens the curve.

Slow attachment must also remain the bottleneck. Around an island of radius $R$ in a cell of radius $L\gg R$, steady inflow is $2\pi rD\,dn/dr=\pi F(L^2-r^2)$. At the edge it gives $n(R)\simeq FL^2/(2Rk)$, and integration gives $n(L)-n(R)\simeq(FL^2/2D)[\ln(L/R)-\tfrac12]$. Their ratio is
\begin{equation}
\frac{n(L)-n(R)}{n(R)}\simeq\frac{R}{\ell}\left[\ln\frac LR-\frac12\right],\qquad \ell=\frac Dk=e^{E_{\rm edge}/k_BT}.
\end{equation}
Equation~(\ref{main}) therefore needs islands much larger than their birth size but, up to the logarithm, much smaller than $\ell$. In the example $\ell\simeq3000$ site lengths, and the area-averaged diffusion resistance at 0.1~ML is 1.1\% of the edge resistance.

A cell model that includes these gradients, but gives all islands the same size, shows the crossover. With all other energies fixed, edge barriers of 0, 0.2, 0.4 and 0.6~eV give $\chi=0.749$, 0.783, 1.024 and 1.125. The density at 0.01~ML/s first falls, from $2.8\times10^8$ to $2.2\times10^8$~cm$^{-2}$, and then rises to $7.1\times10^9$~cm$^{-2}$. The initial fall comes from taking $K\propto\kappa$ at every barrier. While capture is still diffusion-limited, $N\propto K^{1/8}$, which alone would lower $N$ by a factor $e^{-0.2/(8\times0.07497)}=0.72$. This choice of $K$ ignores the diffusion needed to reach the critical cluster, which dominates without a barrier and is still comparable to the edge resistance at 0.2~eV. With that diffusion resistance added in series, the density is $2.1\times10^8$~cm$^{-2}$ at both 0 and 0.2~eV. The fall then disappears, while the four exponents change by less than 0.01.

\section{Reading a measured exponent}

The energies above are round model values, not fits to arsenic-covered silicon, and real Si(111) grows in bilayers rather than in the single-atom layers assumed here. Nor does $i=6$ follow from these energies. Suppose that compact clusters on a triangular lattice are held together by equal pair bonds, and that detachment from a three-bond kink costs 0.8~eV, the value behind the edge density used below. The effective critical size during nucleation is then smaller and $\chi$ is only about 0.7 to 0.8, even with passivated edges. The example shows what follows if $i=6$, not that this surface has that critical size. Another consequential assumption is that critical clusters are passivated like large islands. If atoms join them without the edge barrier, $K$ rises by $e^{0.6/0.07497}\simeq3000$, islands are more numerous and smaller, and $\chi$ falls to 0.90 although the large islands remain passivated. An exponent below one therefore does not exclude passivation.

Three other neglected effects are small for these numbers. Detachment from edges with an equilibrium adatom density of $2.3\times10^{-5}$ per site changes $\chi$ from 1.088 to 1.087, although a much higher edge density of $1.5\times10^{-3}$ would lower it to 0.98. With a desorption energy of 3.0~eV and an attempt frequency of $10^{13}$~s$^{-1}$, the desorption rate at the peak adatom density is about $3\times10^{-5}$ of the deposition flux. Since 95\% of the islands exist by a coverage of 0.007 to 0.013~ML, depending on flux, when islands cover only 0.003 to 0.005 of the surface, landing on top of islands affects less than 1\% of the flux while they form. Coalescence is not tested here and need not be small at 0.1~ML. With $n$ uniform, islands nucleate at random places, and equal round islands of radius $R$ have on average $4\pi R^2N=4\theta=0.4$ neighbours close enough to touch. Counting at a lower coverage, soon after nucleation has ended, reduces this effect.

Desorption must nevertheless be checked in an experiment. If it dominates, with adatom lifetime $\tau_d$, then $n=F\tau_d$ and $dN/d\theta=K\tau_d^{i+1}F^i$, where $\theta$ is now the deposited dose. The exponent is then $i$, which exceeds one for $i\ge2$ without any edge barrier.

A useful measurement keeps temperature and coverage fixed, covers at least a decade in flux, and stays below coalescence. It should also confirm that the deposited material stays on the surface and that $N$ no longer rises with coverage. If $\chi>1$ under these conditions, diffusion-limited nucleation with a fixed critical size, as modelled here, is excluded, and passivated compact islands are a viable explanation, though not a proven one. If $\chi$ lies between 1/2 and 1, both mechanisms remain possible. Nor is 1/2 a sharp lower limit for passivated islands: for $i=1$ the slow logarithm keeps $g$ finite and the size at birth raises it further, so that $\chi=(1-g)/2$ falls to about 0.43 with $K=\kappa$ and the edge coefficient, fluxes and coverage of the example.

The critical size inferred from Eq.~(\ref{main}),
\begin{equation}
i=\frac{5\chi-1}{2-\chi},
\end{equation}
should be treated as an estimate. Applied to the example's $\chi=1.088$, it returns 4.9 although the model has $i=6$, because the formula omits the birth size. The quasi-steady law, inverted as $i=3\chi/(2-\chi)$, returns 3.6.

\section*{Values computed for the example and the checks}
\begin{verbatim}
chi: i | diff. integrated, law | att. integrated, law | quasi-steady
  1 | 0.3333 0.3333 | 0.4861 0.5000 | 0.5000
  2 | 0.5000 0.5000 | 0.7143 0.7143 | 0.8000
  3 | 0.6000 0.6000 | 0.8750 0.8750 | 1.0000
  4 | 0.6667 0.6667 | 1.0000 1.0000 | 1.1429
  5 | 0.7143 0.7143 | 1.1000 1.1000 | 1.2500
  6 | 0.7500 0.7500 | 1.1818 1.1818 | 1.3333
  8 | 0.8000 0.8000 | 1.3077 1.3077 | 1.4545
 12 | 0.8572 0.8571 | 1.4706 1.4706 | 1.6000
 30 | 0.9394 0.9375 | 1.7429 1.7429 | 1.8182
i=1 attachment: d lnN/d ln(theta) = 0.0277 (slow logarithm)
i=1: largest diffusion-limited chi at any coverage 0.3389
i=6: largest diffusion-limited chi at any coverage 0.7719
i=30: largest diffusion-limited chi at any coverage 0.9394
T = 870 K, kT = 0.07497 eV, i = 6, coverage = 0.1 ML
E_diff, E_edge, E_crit = 0.8, 0.6, 1.0 eV
D prefactor = 1e-03 cm2/s, lattice spacing = 0.384 nm
area per site = 1.277e-15 cm2, D = 1.818e+07 sites/s
kappa = 2.155e+04 1/s, K = 3.276e+10 1/s
F = 0.003 ML/s: N = 2.790e-06 per site = 2.185e+09 cm^-2
F = 0.010 ML/s: N = 1.061e-05 per site = 8.312e+09 cm^-2
F = 0.030 ML/s: N = 3.421e-05 per site = 2.679e+10 cm^-2
effective chi, birth size included = 1.088
effective chi, birth size neglected = 1.182
stochastic/rate-equation N: 1.039, 1.032
effective chi, stochastic simulation = 1.085
cell model, edge barrier 0.0 eV: chi = 0.749, N(0.01 ML/s) = 2.76e+08 cm^-2
cell model, edge barrier 0.2 eV: chi = 0.783, N(0.01 ML/s) = 2.21e+08 cm^-2
cell model, edge barrier 0.4 eV: chi = 1.024, N(0.01 ML/s) = 4.67e+08 cm^-2
cell model, edge barrier 0.6 eV: chi = 1.125, N(0.01 ML/s) = 7.08e+09 cm^-2
peak adatom density = 7.303e-03 per site
95% of islands exist at coverage 0.0099 ML
mean island spacing = 110 nm
diffusion/edge resistance at 0.1 ML = 0.0113
edge equilibrium density (E_kink 0.8 eV) = 2.32e-05 per site
chi with edge detachment = 1.087
atoms in critical clusters/adatoms at peak = 7.74e-05
desorbed fraction (E_des 3.0 eV, 1e+13 1/s) = 3.1e-05
chi if critical clusters are not passivated = 0.896
\end{verbatim}
